\section*{Why second-order perturbation theory is finite in the two-dimensional electron gas}

\section{The decision}

Suppose the correlation energy of a dense two-dimensional electron gas is needed, to fix the high-density end of a density functional or to check a many-body code. One must decide whether the bare Coulomb interaction may be used in second order, or whether it has to be screened first. In three dimensions the bare second-order term diverges. In two it is finite, and screening first matters one order later.

The model is a strictly two-dimensional, unpolarised gas at zero temperature with a neutralising background and interaction $1/r$, so $v(q)=2\pi/q$. Atomic units are used in the algebra. The density is $n=k_F^2/2\pi$, and $\pi r_s^2n=1$ gives $k_F=\sqrt2/r_s$. The correlation energy per electron $\varepsilon_c$ is what remains after the kinetic and first-order exchange energies. For $r_s\to0$,
\begin{equation}
\varepsilon_c=-0.1925-0.0863\,r_s\ln r_s+O(r_s)\ \text{hartree}.
\label{main}
\end{equation}
Power counting explains why the first term is finite and constant; its value needs integrals. The logarithm comes from third order, after screening.

\section{Counting powers}

Let occupied states $\mathbf k_1,\mathbf k_2$ go to empty states $\mathbf k_1+\mathbf q,\ \mathbf k_2-\mathbf q$. The energy cost is
\[
\Delta=\mathbf q\cdot(\mathbf k_1-\mathbf k_2+\mathbf q)=\mathbf q\cdot\mathbf q',\qquad \mathbf q'=\mathbf k_1-\mathbf k_2+\mathbf q ,
\]
and $q'$ is the momentum transfer if the two final states are exchanged. Second-order theory has a prefactor $-\frac12$ for the direct term and $+\frac12$ for exchange. The spin sums give 4 and 2, so per unit area
\begin{equation}
\frac{E_2}{\Omega}=\int\!\frac{d^2k_1\,d^2k_2\,d^2q}{(2\pi)^6}\;\frac{-2v(q)^2+v(q)v(q')}{\Delta}.
\label{e2}
\end{equation}

Measure momenta in units of $k_F$. The integrals give $k_F^6$, the interactions $k_F^{-2}$ and the denominator $k_F^{-2}$. The result $k_F^2$ is proportional to $n$, so the energy per electron does not depend on density. Each further order adds one interaction, one denominator and one momentum integral, hence a factor $k_F^{-1}\propto r_s$, provided the integrals converge.

The danger is small $q$. The Pauli principle confines each $\mathbf k$ to a crescent of width of order $q$ at the Fermi surface, so two electrons contribute $q^2$. The denominator is of order $q$. In $D$ dimensions $v\propto q^{1-D}$ and the measure is $q^{D-1}dq$, so the direct integrand goes as
\[
q^{D-1}\,q^{2(1-D)}\,\frac{q^2}{q}=q^{2-D}.
\]
This is $1/q$ in three dimensions, a logarithmic divergence, but a constant in two. At large $q$ in two dimensions $\Delta\sim q^2$ and the integrand falls as $q\,q^{-2}q^{-2}=q^{-3}$. The direct term is finite.

Exchange is then finite too. Swapping the final states swaps $q$ and $q'$ and leaves $\Delta$ and the domain unchanged. Since $vv'\le\frac12(v^2+v'^2)$, exchange is at most half the magnitude of the direct term.

\section{The direct term}

For $A,B>0$,
\[
\frac1{A+B}=\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac{2A}{A^2+\omega^2}\,\frac{2B}{B^2+\omega^2}
\]
separates the two electrons. Define, with $A=\mathbf q\cdot\mathbf k+q^2/2$,
\[
\Pi(q,i\omega)=2\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\frac{2A}{A^2+\omega^2}.
\]
The condition that $\mathbf k+\mathbf q$ be empty can be dropped: $\mathbf k\to-\mathbf k-\mathbf q$ reverses $A$, so pairs with both states occupied cancel. Each electron contributes $\Pi/2$, and
\begin{equation}
\frac{E_{2d}}{\Omega}=-\frac14\int\frac{d^2q}{(2\pi)^2}\int\frac{d\omega}{2\pi}\,v^2\Pi^2 .
\label{ring2}
\end{equation}

Set $k_F=1$, $x=q/2$, $\omega=q\nu$, $\zeta=x+i\nu$, and let $z$ be the component of $\mathbf k$ along $\mathbf q$. The disk has width $2\sqrt{1-z^2}$, so
\[
\Pi=\frac{2}{\pi^2q}\,\mathrm{Re}\int_{-1}^1\frac{\sqrt{1-z^2}}{z+\zeta}\,dz .
\]
With $z=\cos\theta$ the integrand becomes
\[
\frac{\sin^2\theta}{\zeta+\cos\theta}=\zeta-\cos\theta-\frac{\zeta^2-1}{\zeta+\cos\theta},
\]
and $\int_0^\pi d\theta/(\zeta+\cos\theta)=\pi/\sqrt{\zeta^2-1}$. The integral is $\pi(\zeta-\sqrt{\zeta^2-1})$, hence
\[
\pi\Pi=1-\frac{\mathrm{Re}\sqrt{\zeta^2-1}}{x}.
\]
Now put $\zeta=\cosh(a+ib)$ with $a>0$, $0<b<\pi/2$. Then $x=\cosh a\cos b$ and the real part of the root is $\sinh a\cos b$, so $\pi\Pi=1-\tanh a$.

Dividing \eqref{ring2} by $n=1/2\pi$ gives $-\pi\int dq\int_0^\infty d\nu\,\Pi^2$. With $dq=2dx$ and the Jacobian $|\sinh(a+ib)|^2=\sinh^2a+\sin^2b$,
\begin{align*}
\varepsilon_{2d}&=-\frac2\pi\int_0^\infty\!da\int_0^{\pi/2}\!db\,(\sinh^2a+\sin^2b)(1-\tanh a)^2\\
&=-\frac12\int_0^\infty\!da\,\cosh2a\,\frac{e^{-2a}}{\cosh^2a}
=-\frac12\int_0^\infty\!da\,e^{-2a}(2-\mathrm{sech}^2a).
\end{align*}
The first part of the last integral is 1. By parts, and then with $w=e^{-2a}$, the second is
\[
\int_0^\infty e^{-2a}\mathrm{sech}^2a\,da=2\int_0^\infty e^{-2a}\tanh a\,da=\int_0^1\frac{1-w}{1+w}\,dw=2\ln2-1 .
\]
Therefore $\varepsilon_{2d}=\ln2-1$, or $-8.350$ eV.

\section{The exchange term}

With $k_F=1$, \eqref{e2} gives $\varepsilon_{2x}=I/(2\pi)^3$, where $I$ is the integral of $1/(qq'\,\mathbf q\cdot\mathbf q')$. The four momenta form a parallelogram. Call its centre $\mathbf c$, with occupied corners $\mathbf c\pm\mathbf s$ and empty corners $\mathbf c\pm\mathbf t$. Then $\mathbf q=\mathbf t-\mathbf s$, $\mathbf q'=\mathbf t+\mathbf s$, $\Delta=t^2-s^2$, and the Jacobian is 4.

Let $\phi_1,\phi_2$ be the angles of $\mathbf s,\mathbf t$ to $\mathbf c$. A chord through $\mathbf c$ meets the Fermi circle at distances $\sqrt{1-c^2\sin^2\phi_i}\pm c|\cos\phi_i|$, whose product is $1-c^2$. They can be written $\sqrt{1-c^2}\,e^{\pm\eta_i}$ with $\sinh\eta_i=c|\cos\phi_i|/\sqrt{1-c^2}$. The occupation conditions become
\[
s<\sqrt{1-c^2}\,e^{-\eta_1},\qquad t>\sqrt{1-c^2}\,e^{\eta_2}.
\]
Put $s=te^{-y}$ and $\phi=\phi_2-\phi_1$. Then
\begin{align*}
s\,ds\,t\,dt&=t^4e^{-2y}\,dy\,\frac{dt}{t},\\
qq'\Delta&=4t^4e^{-2y}\sinh y\sqrt{\sinh^2y+\sin^2\phi}.
\end{align*}
The 4 cancels the Jacobian, and $\int dt/t=y-\eta_1-\eta_2$ where this is positive. Since $(y-\eta)_+=\int_0^y\theta(z-\eta)\,dz$, what is needed is the area $M(z,\phi)$ of the points $\mathbf c$ with $\eta_1+\eta_2<z$:
\[
I=2\pi\int_0^{2\pi}\!d\phi\int_0^\infty\!\frac{dy}{\sinh y\sqrt{\sinh^2y+\sin^2\phi}}\int_0^y\!M\,dz .
\]

Let $c_1,c_2$ be the components of $\mathbf c$ along the two diagonals, and take $0<\phi<\pi$ and the sector $c_1,c_2>0$. The identity
\[
\sinh^2(\eta_1+\eta_2)=\sinh^2\eta_1+\sinh^2\eta_2+2\sinh\eta_1\sinh\eta_2\cosh(\eta_1+\eta_2)
\]
and $c^2\sin^2\phi=c_1^2+c_2^2-2c_1c_2\cos\phi$ turn the condition into $\alpha(c_1^2+c_2^2)+2\beta c_1c_2<\gamma$, with
\begin{align*}
\alpha&=(\cosh z+\cos\phi)(\cosh z-\cos\phi),\\
\beta&=(\cosh z+\cos\phi)(1-\cosh z\cos\phi),\\
\gamma&=\sinh^2z\,\sin^2\phi .
\end{align*}
The area element is $dc_1dc_2/\sin\phi$. Polar coordinates in the $(c_1,c_2)$ plane give
\[
P=\frac{\gamma}{2\sin\phi}\int_0^{\pi/2}\!\frac{d\theta}{\alpha+\beta\sin2\theta}=\frac{\gamma\arccos(\beta/\alpha)}{2\sin\phi\sqrt{\alpha^2-\beta^2}} .
\]
Here $\sqrt{\alpha^2-\beta^2}=(\cosh z+\cos\phi)\sinh z\sin\phi$. The half-angle formula $\tan^2(\frac12\arccos\frac\beta\alpha)=\frac{\alpha-\beta}{\alpha+\beta}=\tanh^2\frac z2\cot^2\frac\phi2$ then gives
\[
P(z,\phi)=\frac{\sinh z}{\cosh z+\cos\phi}\arctan\!\left(\tanh\frac z2\cot\frac\phi2\right).
\]
The other sectors have $\phi$ or $\pi-\phi$. The kernel contains only $\sin^2\phi$, so after the $\phi$ integral $M$ may be replaced by $4P$, and the two halves of the $\phi$ range are equal. Exchanging the order of $y$ and $z$ gives $I=16\pi\int_0^\pi d\phi\int_0^\infty dz\,PH$, where $H$ is the kernel integrated from $z$ to infinity.

Let $R=\sqrt{\sinh^2y+\sin^2\phi}$ and $w=\cosh y\sin\phi/R$. Then
\[
1-w^2=\frac{\sinh^2y\cos^2\phi}{R^2},\quad \frac{dw}{dy}=-\frac{\sin\phi\cos^2\phi\sinh y}{R^3},\quad \frac{dw}{1-w^2}=-\frac{\sin\phi\,dy}{R\sinh y}.
\]
Since $w\to\sin\phi$ at infinity, $H=[\mathrm{artanh}\,w(z)-\mathrm{artanh}(\sin\phi)]/\sin\phi$, that is,
\[
H=\frac1{\sin\phi}\ln\frac{\sqrt{\sinh^2z+\sin^2\phi}+\cosh z\sin\phi}{(1+\sin\phi)\sinh z}.
\]
The exchange energy is thus
\begin{equation}
\varepsilon_{2x}=\frac2{\pi^2}\int_0^\pi d\phi\int_0^\infty dz\,P(z,\phi)H(z,\phi).
\end{equation}
Quadrature gives $+3.112$ eV. Monte Carlo integration over the original momenta gives $3.121\pm0.015$ eV (one standard error). The second-order total is
\[
-8.350+3.112=-5.238\ \text{eV}=-0.1925\ \text{hartree}.
\]

\section{Where the logarithm enters}

In the ring approximation electrons respond independently to the total potential. At interaction strength $\lambda v$ the response is $\Pi_\lambda=\Pi/(1+\lambda v\Pi)$. The derivative of the energy with respect to $\lambda$ is the mean value of the interaction $v$, per unit area $\frac12\int\frac{d^2q}{(2\pi)^2}\,v\,[\langle\hat n_{-\mathbf q}\hat n_{\mathbf q}\rangle/\Omega-n]$. The response is a sum over excited states $m$ with excitation energies $\omega_m$, $\Pi_\lambda=\Omega^{-1}\sum_m|\langle m|\hat n_{\mathbf q}|0\rangle|^2\,2\omega_m/(\omega_m^2+\omega^2)$, and $\int\frac{d\omega}{2\pi}\,2\omega_m/(\omega_m^2+\omega^2)=1$. Hence $\langle\hat n_{-\mathbf q}\hat n_{\mathbf q}\rangle/\Omega=\int\frac{d\omega}{2\pi}\Pi_\lambda$, and the value at $\lambda=0$ is first-order exchange. Subtracting first-order exchange,
\begin{align}
\frac{E_r}{\Omega}&=\frac12\int_0^1\!d\lambda\int\!\frac{d^2q}{(2\pi)^2}\int\!\frac{d\omega}{2\pi}\,v(\Pi_\lambda-\Pi)\nonumber\\
&=\frac12\int\!\frac{d^2q}{(2\pi)^2}\int\!\frac{d\omega}{2\pi}\,[\ln(1+v\Pi)-v\Pi].
\label{rings}
\end{align}
The quadratic term of the expansion is \eqref{ring2}. The cubic term is $+\frac16(v\Pi)^3$.

Restore $k_F$, so that $\omega=qk_F\nu$. At small $q$, $v\Pi=2\rho/q$ with $\rho=1-\nu/\sqrt{1+\nu^2}$, and the cubic term per electron is
\[
\frac{2\pi}{k_F^2}\,\frac16\int\frac{q\,dq}{2\pi}\,\frac{qk_F}{\pi}\int_0^\infty\!d\nu\,\frac{8\rho^3}{q^3}
=\frac{4I_3}{3\pi k_F}\int\frac{dq}q,\qquad I_3=\int_0^\infty\!\rho^3d\nu .
\]
With $\nu=\tan\varphi$ and $u=\sin\varphi$,
\[
I_3=\int_0^{\pi/2}\frac{(1-u)^2}{1+u}\,d\varphi=\int_0^{\pi/2}\left(u-3+\frac4{1+u}\right)d\varphi=5-\frac{3\pi}2 .
\]
Bare third order therefore diverges logarithmically. In the full sum \eqref{rings} the expansion fails once $v\Pi\sim1$, at $q\sim2$ inverse bohr. Below that, the part of the bracket beyond second order, $\ln(1+v\Pi)-v\Pi+\frac12(v\Pi)^2$, lies between 0 and $\frac12(v\Pi)^2$ and approaches the upper bound as $q\to0$. The integrand of that bound is constant in $q$, so this region adds only $O(1/k_F)$. The logarithm runs from $q\sim2$ to $q\sim k_F$ and equals $\ln k_F+O(1)=-\ln r_s+O(1)$. Its coefficient is
\[
\frac{4}{3\pi\sqrt2}\left(5-\frac{3\pi}2\right)=\sqrt2\left(\frac{10}{3\pi}-1\right)=0.0863 ,
\]
which gives the second term of \eqref{main}, $-2.349\,r_s\ln r_s$ in eV. It is positive for $r_s<1$: screening weakens the correlation found in second order.

For the other third-order terms I give a counting argument, not a proof. In the ladder all three lines can be small, but at two independent momenta of order $Q$: the measure $Q^3dQ$, the interactions $Q^{-3}$, the crescents $Q^2$ and the denominators $Q^{-2}$ leave an integrand constant in $Q$, with no logarithm. The rest have at most two interaction lines at a common small $q$, so they correct the constant second-order integrand. An exchange insertion changes an excitation energy of order $q$ by an amount of order $q\ln(1/q)$, and $\int dq\,\ln q$ converges. Such terms add to the coefficient of $r_s$, not to that of $r_s\ln r_s$.

\section{A gas at $r_s=0.1$}

Here the disk radius is $0.0529$ angstrom and $k_F=\sqrt2/0.0529=26.7$ per angstrom. Screening sets in near $3.78$ per angstrom, so the logarithm has a window of only a factor 7. The kinetic energy $k_F^2/4$ is $1360.6$ eV and first-order exchange is $-163.3$ eV. These numbers belong to the non-relativistic model: for free electrons $k_F/mc$ is already $0.10$ here, where relativity would lower the kinetic energy by $2.4$ eV, and it is about 10 at $r_s=0.001$, so small $r_s$ serves as a mathematical limit, not as a description of a real free-electron layer. Against these stand the second-order $-5.238$ eV and
\[
-2.349\times0.1\times\ln0.1=+0.541\ \text{eV}.
\]

The whole ring sum beyond second order is $0.752$ eV, so the term $-2.349\,r_s\ln r_s$ alone is 72\% of it. This share depends on writing the logarithm as $\ln r_s$; the momenta between 2 inverse bohr and $k_F$ themselves supply only about half of the $0.752$ eV. The ring part of the term linear in $r_s$ is $1.986\,r_s$ eV, and $0.541+0.199=0.740$ eV recovers most of the rest. At $r_s=0.001$ the logarithm supplies 89\%. At $r_s=1$ it vanishes while the ring sum gives $2.957$ eV, so the logarithm is no guide there.

Second order plus the ring remainder gives $-5.238+0.752=-4.486$ eV at $r_s=0.1$. This sum omits the non-ring terms of order $r_s$, which are not computed here. They enter at the same power of $r_s$ as the $0.199$ eV ring term and their coefficient is not fixed by the argument above, so even the first decimal of this sum should not be taken as the true correlation energy. For the decision at the start, bare second order is the exact leading term as $r_s\to0$, and the ring remainder alone changes it by about 2\% at $r_s=0.01$, 14\% at $r_s=0.1$ and 56\% at $r_s=1$; the leading correction to it, the $r_s\ln r_s$ term from the rings, requires screening. The numerical check accompanies this text.

\section*{Numbers as computed}
\begin{verbatim}
GENERAL RESULTS
power of q, second order, 2D: -0.000
power of q, second order, 3D: -1.000
power of q, ring of order 3, 2D: -1.000
power of q, ring of order 4, 2D: -2.000
direct density at q = 0.001 kF: -3.718 eV per unit q/kF
direct density at q = 0.01 kF: -3.718 eV per unit q/kF
direct density at q = 0.1 kF: -3.715 eV per unit q/kF
direct density at q = 1.0 kF: -3.406 eV per unit q/kF
its limit at q = 0: -3.718 eV per unit q/kF
direct term, formula: -8.3499 eV
direct term, strips: -8.3499 eV
exchange term, double integral: 3.1118 eV
exchange term, Monte Carlo: 3.121 eV
Monte Carlo standard error: 0.015 eV
double integral minus closed form: -2.9e-13 eV
second order, total: -0.1925 hartree
second order, total: -5.238 eV
integral I3: 0.28761
coefficient of rs ln rs: -0.0863 hartree
coefficient of rs ln rs: -2.349 eV
same from ring sum near rs = 1e-05: -2.349 eV
ring part of the coefficient of rs: 1.986 eV
EXAMPLE, rs = 0.1
disk radius: 0.05292 angstrom
density: 113.67 per square angstrom
Fermi wavevector: 26.72 per angstrom
screening wavevector 2/a0: 3.779 per angstrom
kinetic energy: 1360.6 eV
first-order exchange: -163.33 eV
second order: -5.238 eV
logarithmic term: 0.541 eV
ring sum beyond second order: 0.752 eV
second order + ring remainder: -4.486 eV
TABLE: rs, logarithmic term (eV), ring sum beyond 2nd order (eV)
 0.001    0.01622    0.01821
 0.010    0.10816    0.12816
 0.100    0.54081    0.75220
 1.000    0.00000    2.95691
\end{verbatim}
